# Cyclotron, plasma and strong-field thermopower masses in a nonparabolic band

In a model of InSb with \(10^{-6}\) conduction electrons per cubic angstrom (\(10^{18}\ \mathrm{cm^{-3}}\)), the orbital period in a magnetic field gives an electron mass of 0.031 electron masses. The plasma frequency gives 0.031, and so does the thermopower in a strong magnetic field. Yet the mass at the band edge is 0.014, and the inverse curvature \(1/(d^2E/dk^2)\) at the Fermi level is 0.151. Three quite different responses agree with one another and with neither of these familiar masses.

## The band and the mass

Atomic units are used in the algebra: \(\hbar\), the electron mass and the elementary charge are 1, and the electron has charge \(-1\). Energy \(E\) is measured from the conduction-band edge. The band is isotropic and spin degenerate, \(E\) rises with \(k=|\mathbf k|\), and the electrons at zero temperature fill one sphere of radius \(k_F\). The velocity is \(\mathbf v=\nabla_{\mathbf k}E\), which points along \(\mathbf k\) and has magnitude \(v=dE/dk\). Define

\[
m^*(E)=\frac{k}{dE/dk}=\frac{k}{v},\qquad \mathbf v=\frac{\mathbf k}{m^*}. \tag{1}
\]

In ordinary units this is \(\hbar^2k/(dE/dk)\). It is the ratio of crystal momentum to velocity, not the inverse curvature. The number of states per volume below \(E\), both spins included, and its derivative are

\[
N(E)=\frac{2}{(2\pi)^3}\frac{4\pi k^3}{3}=\frac{k^3}{3\pi^2},\qquad
g(E)=\frac{dN}{dE}=\frac{k^2}{\pi^2v}. \tag{2}
\]

The density is \(n=N(E_F)=k_F^3/(3\pi^2)\).

## Cyclotron mass

Let \(\mathbf B=B\hat{\mathbf z}\), in units where the magnetic force is \(-\mathbf v\times\mathbf B\). Using (1), the semiclassical equation \(d\mathbf k/dt=-\mathbf v\times\mathbf B\) becomes

\[
\frac{dk_x}{dt}=-\frac{B}{m^*}k_y,\qquad
\frac{dk_y}{dt}=\frac{B}{m^*}k_x,\qquad \frac{dk_z}{dt}=0. \tag{3}
\]

The force is perpendicular to \(\mathbf v\), so \(E\), and with it \(k\) and \(m^*\), stays constant. Equation (3) is then a uniform rotation at \(\omega_c=B/m^*\). The cyclotron mass, defined by \(m_c=B/\omega_c\), is

\[
m_c=m^*(E_F) \tag{4}
\]

for electrons at the Fermi level. The value of \(k_z\) does not enter. The orbit area \(A=\pi(k^2-k_z^2)\) shows the same thing: at fixed \(k_z\), \((1/2\pi)\,dA/dE=k\,dk/dE=m^*\). Small orbits near the poles of the Fermi sphere therefore keep step with the equatorial one.

## Plasma mass

A uniform electric field \(\mathbf F=F\hat{\mathbf x}\) shifts every occupied wavevector at the rate \(-F\), provided collisions are negligible during one oscillation. Let the filled sphere be displaced by a small \(\delta\) along \(x\). The particle flux vanishes at \(\delta=0\), and to first order it is

\[
J_x=\frac{n}{m_p}\,\delta,\qquad
\frac{n}{m_p}=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac{\partial v_x}{\partial k_x}, \tag{5}
\]

which defines the plasma mass \(m_p\). By isotropy, \(\partial v_x/\partial k_x\) can be replaced under the integral by \(\tfrac13\nabla_{\mathbf k}\cdot\mathbf v\). The divergence theorem turns the volume integral into the outward flux of \(\mathbf v\) through the Fermi sphere, \(4\pi k_F^2v_F\):

\[
\frac{n}{m_p}=\frac{2}{8\pi^3}\,\frac13\,4\pi k_F^2v_F=\frac{k_F^2v_F}{3\pi^2}
=n\frac{v_F}{k_F}. \tag{6}
\]

Hence \(m_p=k_F/v_F=m^*(E_F)\). The curvature does enter the plasma response, but as an average over the whole filled sea, and that average is fixed by the velocity at its surface.

To connect \(m_p\) with an oscillation, write the electric current as \(j=-J_x\). Since \(d\delta/dt=-F\), equation (5) gives \(dj/dt=nF/m_p\). In a longitudinal oscillation the conduction and displacement currents cancel, \(\varepsilon_\infty dF/dt+4\pi j=0\), where \(\varepsilon_\infty\) describes the screening by the other bands. Differentiating once more,

\[
\frac{d^2F}{dt^2}=-\frac{4\pi n}{\varepsilon_\infty m_p}F,\qquad
\omega_p^2=\frac{4\pi n}{\varepsilon_\infty m^*(E_F)}. \tag{7}
\]

This is the long-wavelength result in the random-phase (mean-field) approximation.

## Thermopower in a strong magnetic field

The thermopower needs more care, because scattering can enter it. Let the relaxation time \(\tau(E)\) depend on energy alone, and let the electric field, the gradient of the chemical potential \(\mu\) and the temperature gradient lie in the plane perpendicular to \(\mathbf B\). With \(f_0\) the Fermi function and \(f_0'=\partial f_0/\partial E\), the Boltzmann equation linearized in these drives is

\[
-(-f_0')\,\mathbf v\cdot\mathbf X-(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}\delta f=-\frac{\delta f}{\tau},
\quad
\mathbf X=-(\mathbf F+\nabla\mu)-\frac{E-\mu}{T}\nabla T. \tag{8}
\]

Here \(\mathbf X\) is the effective force on an electron of energy \(E\). Try \(\delta f=(-f_0')\,\mathbf v\cdot\mathbf A(E)\). Gradients of functions of energy point along \(\mathbf v\) and drop out of the magnetic term. What remains comes from \(\mathbf v=\mathbf k/m^*\), and

\[
(\mathbf v\times\mathbf B)\cdot\frac{\mathbf A}{m^*}=\frac{1}{m^*}\mathbf v\cdot(\mathbf B\times\mathbf A).
\]

Equation (8) holds for every direction of \(\mathbf v\) if \(\mathbf A=\tau\mathbf X+w\,\hat{\mathbf z}\times\mathbf A\), with \(w=\omega_c\tau=B\tau/m^*\). Since \(\hat{\mathbf z}\times(\hat{\mathbf z}\times\mathbf X)=-\mathbf X\), the solution is

\[
\mathbf A=\tau\,\frac{\mathbf X+w\,\hat{\mathbf z}\times\mathbf X}{1+w^2}. \tag{9}
\]

The particle flux is the sum of \(\mathbf v\,\delta f\) over states. The angular average of \(v_iv_j\) is \(\delta_{ij}v^2/3\), and (2) gives \(gv^2/3=N/m^*\). Therefore

\[
\mathbf J=\int dE\,(-f_0')\frac{N\tau}{m^*}\,
\frac{\mathbf X+w\,\hat{\mathbf z}\times\mathbf X}{1+w^2}. \tag{10}
\]

For \(w\gg1\) the second term dominates, and \((\tau/m^*)\,w/(1+w^2)\to 1/B\). Scattering disappears at leading order:

\[
\mathbf J=\frac1B\,\hat{\mathbf z}\times\int dE\,(-f_0')N(E)\,\mathbf X(E). \tag{11}
\]

On open circuit \(\mathbf J=0\), so the integral vanishes. Its first part contains \(\int(-f_0')N\,dE=\int f_0\,g\,dE=n\), by parts. Its second part contains

\[
s=\int dE\,(-f_0')N(E)\frac{E-\mu}{T}, \tag{12}
\]

which is the entropy density. To see this, write the pressure of the electron gas as \(p=\int f_0N\,dE\). Then \(s=(\partial p/\partial T)_\mu\), and \(\partial f_0/\partial T=(-f_0')(E-\mu)/T\) gives (12). The open-circuit condition is \(n(\mathbf F+\nabla\mu)+s\nabla T=0\). A voltmeter records the effective field \(\mathbf F+\nabla\mu=S\,\nabla T\), so

\[
S=-\frac{s}{n}. \tag{13}
\]

The strong-field thermopower is the entropy per unit charge, negative for electrons.

At low temperature, expand \(N(E)\simeq N(\mu)+g(\mu)(E-\mu)\) in (12). The constant term integrates to zero by symmetry, and \(\int(-f_0')(E-\mu)^2dE=\pi^2(k_BT)^2/3\). To leading order in \(k_BT/E_F\), with \(g/n=3/(k_Fv_F)\) from (2),

\[
|S|=\frac{\pi^2k_B^2T}{3}\frac{g(E_F)}{n}=\frac{\pi^2k_B^2T}{k_Fv_F}. \tag{14}
\]

For a parabolic band of mass \(m_S\), \(v_F=k_F/m_S\) and \(|S|=\pi^2k_B^2T\,m_S/k_F^2\). Reading measured data with this formula defines the thermopower mass. Comparison with (14) gives \(m_S=k_F/v_F\), and so

\[
m_c=m_p=m_S=m^*(E_F). \tag{15}
\]

No particular form of \(E(k)\) has been used. The common ground is that each response is governed by the size of the Fermi sphere and the speed on its surface.

## Why the zero-field thermopower differs

Without a magnetic field \(w=0\), and (10) weights each energy with \(\Sigma(E)=N\tau/m^*\) instead of \(N\). The same expansion, with \(\Sigma\) in place of \(N\), gives \(|S_0|=(\pi^2k_B^2T/3)\,d\ln\Sigma/dE\) when this derivative is positive. Since \(d\ln N/dE=g/n=3m^*/k_F^2\) at the Fermi level,

\[
\frac{S_0}{S}=1+\frac{k_F^2}{3m^*}\,\frac{d\ln(\tau/m^*)}{dE}\bigg|_{E_F}. \tag{16}
\]

The zero-field value yields \(m^*\) only if \(\tau/m^*\), which is the mobility at energy \(E\), is stationary at the Fermi level. A constant \(\tau\) is not enough in a nonparabolic band, because \(m^*\) itself varies with energy. The equality of the three masses thus holds for the strong-field thermopower, and for the zero-field one under this extra condition.

## The nonparabolic dispersion

Now take

\[
E(1+\alpha E)=\frac{k^2}{2m}, \tag{17}
\]

with \(m\) the band-edge mass and \(\alpha>0\) the nonparabolicity. Differentiating with respect to \(k\) gives \((1+2\alpha E)\,dE/dk=k/m\), and (1) becomes

\[
m^*(E_F)=m(1+2\alpha E_F). \tag{18}
\]

To express this through the density, square the bracket and use (17):

\[
(1+2\alpha E_F)^2=1+4\alpha E_F(1+\alpha E_F)=1+\frac{2\alpha k_F^2}{m},
\]

\[
m^*=m\sqrt{1+\frac{2\alpha(3\pi^2n)^{2/3}}{m}}. \tag{19}
\]

At low density \(m^*\simeq m+\alpha k_F^2\), and the parabolic value returns as \(k_F\to0\). At high density \(m^*\to k_F\sqrt{2\alpha m}\), which grows as \(n^{1/3}\). In that limit the speed \(v_F=k_F/m^*\) saturates at \(1/\sqrt{2\alpha m}\): the band has become linear, and added momentum no longer adds speed.

The curvature mass behaves differently. Put \(u=1+2\alpha E\), so that \(v=k/(mu)\) and \(du/dk=2\alpha v\). Then

\[
\frac{d^2E}{dk^2}=\frac{1}{mu}-\frac{2\alpha k^2}{m^2u^3}
=\frac{1}{mu}\left(1-\frac{u^2-1}{u^2}\right)=\frac{1}{mu^3}, \tag{20}
\]

where \(2\alpha k^2/m=u^2-1\) was used. The curvature mass is \(m(1+2\alpha E)^3\). It measures how hard it is to change the speed along \(\mathbf k\), whereas a cyclotron orbit only turns the velocity.

For \(\tau\propto E^r\), the logarithmic derivative in (16) is \(r/E-2\alpha/u\), and \(k_F^2/(3m^*)=2E_F(1+\alpha E_F)/(3u)\). Hence

\[
\frac{S_0}{S}=1+\frac{2(1+\alpha E_F)}{3u}\left(r-\frac{2\alpha E_F}{u}\right), \tag{21}
\]

with \(u\) taken at \(E_F\). For \(\alpha=0\) this reduces to \(1+2r/3\).

## The parameter \(\alpha\) for InSb

InSb has a small gap \(E_g\), and its nonparabolicity comes mainly from the coupling of the conduction band to the valence bands below it. In the Kane model the \(s\)-like conduction state couples through a momentum matrix element \(P\) to \(p\)-like valence states, which spin-orbit coupling splits into levels at \(-E_g\) and \(-E_g-\Delta\). For \(\mathbf k\) along \(z\), only the \(p_z\) part couples. It has weight 2/3 in the light-hole state and 1/3 in the split-off state. With \(E'=E-k^2/2\), where \(k^2/2\) is the free-electron term, eliminating the valence amplitudes gives

\[
E'=P^2k^2\left[\frac{2/3}{E'+E_g}+\frac{1/3}{E'+E_g+\Delta}\right]
=\frac{P^2k^2\,(E'+E_g+2\Delta/3)}{(E'+E_g)(E'+E_g+\Delta)}. \tag{22}
\]

The logarithmic derivative of the last fraction at \(E'=0\) is \(-\alpha'\), with

\[
\alpha'=\frac1{E_g}+\frac1{E_g+\Delta}-\frac1{E_g+2\Delta/3}. \tag{23}
\]

Let \(x=k^2/2\), and write the leading term of \(E'\) as \(ax\). The edge mass requires \(1+a=1/m\). To second order \(E'=ax(1-\alpha'ax)\), so \(E=x/m-\alpha'a^2x^2\). Equation (17) gives \(E=x/m-\alpha x^2/m^2\) to the same order. Comparing, with \(am=1-m\),

\[
\alpha=(1-m)^2\alpha'. \tag{24}
\]

The inputs are rough measured values: \(E_g=0.24\) eV, \(\Delta=0.80\) eV, \(m=0.014\) and \(\varepsilon_\infty=16\). They give

\[
\alpha=0.986^2\,(4.167+0.962-1.293)=3.73\ \mathrm{eV^{-1}}.
\]

The two-level estimate \(1/E_g\) would be 4.17 eV\(^{-1}\). Diagonalizing the Kane matrix and extrapolating to the band edge confirms 3.73 eV\(^{-1}\).

## Masses against density

At \(n=10^{-6}\) Å\(^{-3}\), \(k_F=(3\pi^2n)^{1/3}=0.0309\) Å\(^{-1}\). With \(\hbar^2/(2m_e)=3.81\) eV Å\(^2\), the right side of (17) is \(3.81\times0.03094^2/0.014=0.2605\) eV. Solving the quadratic,

\[
E_F=\frac{\sqrt{1+4(3.7285)(0.2605)}-1}{2(3.7285)}=0.162\ \mathrm{eV},
\]

\[
m^*=0.014\,(1+2\times3.7285\times0.1623)=0.014\times2.210=0.0309.
\]

That \(k_F\) and \(m^*\) show the same digits is an accident of the unit of length. The curvature mass is \(0.014\times2.210^3=0.151\), which accounts for the numbers at the start. This value belongs to the dispersion (17). The curvature is more sensitive to the band model than \(m^*\) is: the full Kane band gives a curvature mass of about 0.115 at the same \(k_F\).

The same calculation at other densities gives the following masses, in electron masses. The last column is the mass (1) from the full Kane band at the same \(k_F\).

| \(n\) (Å\(^{-3}\)) | \(E_F\) (eV) | \(m(1+2\alpha E_F)\) | Kane |
|---|---|---|---|
| \(10^{-8}\) | 0.012 | 0.0152 | 0.0152 |
| \(10^{-7}\) | 0.048 | 0.0190 | 0.0189 |
| \(10^{-6}\) | 0.162 | 0.0309 | 0.0300 |
| \(3\times10^{-6}\) | 0.270 | 0.0422 | 0.0399 |

From \(10^{16}\) to \(3\times10^{18}\ \mathrm{cm^{-3}}\) the mass rises from 0.015 to 0.042. Relative to the full Kane band, a constant \(\alpha\) overestimates it by 0.05% at the lowest density, 3% at \(10^{-6}\) Å\(^{-3}\) and 6% at the highest. This is the price of matching the dispersion only to second order in \(k^2\).

The equality (15) was tested at each density by separate calculations: the period of an integrated orbit, the zero of the random-phase dielectric function at small wavevector, and Boltzmann integrals at \(k_BT=0.005E_F\) and \(\omega_c\tau=1000\) at the Fermi level. They agree with (18) within relative tolerances of \(10^{-6}\), \(2\times10^{-4}\) and \(10^{-3}\). At \(10^{-6}\) Å\(^{-3}\) the full Kane band, which does not obey (17), also gives one common mass, 0.0300. So (15) survives where (18) is only approximate. The numerical output lists the separate values.

At this density the plasmon energy is 0.053 eV, and \(|S|/T\) in the strong field is 0.31 µV/K\(^2\). In zero field, the parabolic reading of the thermopower gives 0.0152 for \(r=-1/2\), 0.0227 for constant \(\tau\) and 0.0452 for \(r=3/2\). The first lies close to the band-edge mass and could be mistaken for a sign that the band is parabolic. It arises because the ratio (21) is 0.49 and nearly cancels the factor 2.21.

## Where the result applies

Reading a mass from the thermopower through (14) needs \(k_BT\ll E_F\). At \(10^{-8}\) Å\(^{-3}\), \(E_F/k_B\) is about 135 K, so the temperature must lie well below that. It also needs \(\omega_c\tau\gg1\) without resolved Landau levels, which asks for \(1/\tau\ll\omega_c\lesssim k_BT\). Samples with strong scattering may leave no such window. At finite \(w\) and low temperature, (10) gives a thermopower \(S+(S_0-S)/(1+w^2)\), so scattering leaks back in as \(1/w^2\). The value \(\omega_c\tau=1000\) used in the test is an idealized limit. At \(10^{-6}\) Å\(^{-3}\) and 77 K, an assumed mobility of 3 m\(^2\)/Vs and \(\omega_c=k_BT\) (about 1.8 T) give \(w\approx5\), and the mass read from (14) is then off by about 2% for \(r=-1/2\) or \(r=3/2\). Momentum transferred from a phonon current, called phonon drag, adds a contribution that (13) does not contain.

The plasma result assumes that \(\varepsilon_\infty\) is constant near \(\omega_p\) and is known for the doped crystal. Conduction electrons block some transitions from the valence bands, which in the Kane model lowers \(\varepsilon_\infty\) by about 2% at \(10^{-6}\) Å\(^{-3}\). Using the undoped value would shift the inferred mass by the same fraction. The optical phonons of InSb lie at roughly 0.02 eV, close to the computed plasmon energy of 0.021 eV at \(10^{-7}\) Å\(^{-3}\). There the two modes mix, and (7) alone does not give the observed frequency. At \(10^{-6}\) Å\(^{-3}\) the plasmon lies well below the gap and at about twice the phonon energy. The coupling still raises the mode by about 1.5%, so (7) applied to the observed frequency gives a mass about 3% too small unless the phonon term is kept in the dielectric function.

The model omits remote bands, the spin splitting due to missing inversion symmetry, the change of the gap with temperature, and mass corrections from phonons and from electron interactions beyond mean field. A change of the gap alone shifts the common mass but leaves the equality (15) intact. For the phonon and interaction corrections, the derivation here does not establish equality. If the Fermi surface is anisotropic, \(\mathbf v\) is no longer parallel to \(\mathbf k\), the steps that use \(\mathbf v=\mathbf k/m^*\) no longer apply, and the three measurements generally average the band in different ways.

## Computed values

```
InSb inputs (rough measured values):
gap = 0.24 eV, spin-orbit = 0.80 eV
edge mass = 0.014 m_e, eps_inf = 16
alpha, formula = 3.7285 1/eV
alpha, diagonalization = 3.7285 1/eV
1/gap for comparison = 4.1667 1/eV
thermopower tests: kT/E_F = 0.005, omega_c tau = 1000
n = 1e-08 1/A^3 = 1e+16 1/cm^3
  k_F = 0.00667 1/A, E_F = 0.0116 eV
  m(1+2 alpha E_F) = 0.01521 m_e
  cyclotron 0.01521, plasma 0.01521, thermo 0.01521 m_e
  full Kane band mass = 0.01520 m_e
  constant-alpha error = 0.05 %
  plasmon = 0.0075 eV, |S|/T = 3.2929 uV/K^2
n = 1e-07 1/A^3 = 1e+17 1/cm^3
  k_F = 0.01436 1/A, E_F = 0.0476 eV
  m(1+2 alpha E_F) = 0.01897 m_e
  cyclotron 0.01897, plasma 0.01897, thermo 0.01897 m_e
  full Kane band mass = 0.01887 m_e
  constant-alpha error = 0.57 %
  plasmon = 0.0213 eV, |S|/T = 0.8850 uV/K^2
n = 1e-06 1/A^3 = 1e+18 1/cm^3
  k_F = 0.03094 1/A, E_F = 0.1623 eV
  m(1+2 alpha E_F) = 0.03094 m_e
  cyclotron 0.03094, plasma 0.03094, thermo 0.03094 m_e
  full Kane band mass = 0.02997 m_e
  constant-alpha error = 3.23 %
  plasmon = 0.0528 eV, |S|/T = 0.3109 uV/K^2
n = 3e-06 1/A^3 = 3e+18 1/cm^3
  k_F = 0.04462 1/A, E_F = 0.2700 eV
  m(1+2 alpha E_F) = 0.04219 m_e
  cyclotron 0.04219, plasma 0.04219, thermo 0.04218 m_e
  full Kane band mass = 0.03989 m_e
  constant-alpha error = 5.75 %
  plasmon = 0.0783 eV, |S|/T = 0.2038 uV/K^2
Further results at n = 1e-6 1/A^3:
simple: k/v = 0.03094 m_e
  cyclotron k_z=0: 0.03094, k_z=0.6k_F: 0.03094 m_e
  plasma 0.03094 m_e
  thermo r=-1/2: 0.03094, r=3/2: 0.03094 m_e
  zero field, tau ~ k/v: 0.03094 m_e
Kane: k/v = 0.02997 m_e
  cyclotron k_z=0: 0.02997, k_z=0.6k_F: 0.02997 m_e
  plasma 0.02997 m_e
  thermo r=-1/2: 0.02997, r=3/2: 0.02997 m_e
  zero field, tau ~ k/v: 0.02997 m_e
zero field, r=-0.5: mass 0.01525 m_e, ratio 0.4928
zero field, r=0.0: mass 0.02274 m_e, ratio 0.7349
zero field, r=1.5: mass 0.04520 m_e, ratio 1.4611
curvature mass = 0.15113 m_e, 1+2 alpha E_F = 2.2101
```
